# Generalized norm conservation, Hermitian B and separable projectors in plane waves: verification in Python

```python
# Multi-projector nonlocal pseudopotential, one channel l, Hartree atomic units, u = r R(r).
# psi_i: all-electron solutions at eps_i; phi_i: pseudo functions matched at rc;
# chi_i = (eps_i - T - Vloc) phi_i; B_ij = <phi_i|chi_j>; S_ij = <chi_i|chi_j>;
# Q_ij = <psi_i|psi_j> - <phi_i|phi_j> on [0, rc]; V_NL = sum chi_i D_ij chi_j, D = inv(B^T).
# Under test: B_ij - B_ji = (eps_i - eps_j) Q_ij, so B is symmetric iff off-diagonal Q = 0;
# Q_ii fixes the energy slope of L = u'/u at rc; symmetric B gives diagonal separable forms
# (weights 1/b_k from B, or e_k with orthonormal projectors); plane-wave matrix elements.
# Model: hydrogen-like ion Z = 3, l = 1, references 3p and 4p.
import numpy as np
from numpy.polynomial import chebyshev as cheb
from numpy.polynomial.legendre import leggauss
from scipy.special import spherical_jn as jn, hyp1f1, eval_legendre
from scipy.linalg import null_space
from scipy.optimize import brentq
from scipy.constants import physical_constants

HA = physical_constants['Hartree energy in eV'][0]
Z, l, rc, qc, nbas = 3.0, 1, 3.5, 2.0, 9
eps = np.array([-Z**2/18, -Z**2/32])
ll = l*(l + 1)

def gauss(a, b, n):
    x, w = leggauss(n)
    return a + (b - a)*(x + 1)/2, w*(b - a)/2

def show(label, vals, unit, fmt='.6f'):
    print(label + ': ' + ' '.join(format(float(v), fmt) for v in np.ravel(vals)) + ' ' + unit)

def coulomb(e, x):
    k = np.sqrt(-2*e); a = l + 1 - Z/k; b = 2*l + 2
    pre = x**(l + 1)*np.exp(-k*x)
    u = pre*hyp1f1(a, b, 2*k*x)
    return u, u*((l + 1)/x - k) + pre*2*k*a/b*hyp1f1(a + 1, b + 1, 2*k*x)

def vloc(x):
    s = (x/rc)**2 - 1
    return -Z/rc*(1 - s/2 + 3*s**2/8 - 5*s**3/16)

r, w = gauss(0, rc, 80)
rt, wt = gauss(rc, 50, 200)
psi, tail, dtail, match = [], [], [], []
for e in eps:
    u = coulomb(e, r)[0]; ut, dut = coulomb(e, rt); u0, u1 = coulomb(e, rc)
    sc = np.sign(u0)/np.sqrt(w@u**2 + wt@ut**2)
    g, dg = ll/rc**2 - 2*Z/rc - 2*e, -2*ll/rc**3 + 2*Z/rc**2
    psi.append(sc*u); tail.append(sc*ut); dtail.append(sc*dut)
    match.append(sc*np.array([u0, u1, g*u0, dg*u0 + g*u1]))
psi, match = np.array(psi).T, np.array(match)
Npsi = psi.T@(w[:, None]*psi)

# Bessel basis, orthonormalized; kinetic energy above qc as a quadratic form
qn = 2.0*np.arange(1, nbas + 1)/rc
X = np.outer(r, qn)
W, dW = r[:, None]*jn(l, X), jn(l, X) + X*jn(l, X, derivative=True)
e0 = rc*jn(l, qn*rc); e1 = jn(l, qn*rc) + qn*rc*jn(l, qn*rc, derivative=True)
gq = ll/rc**2 - qn**2
edge = np.array([e0, e1, gq*e0, -2*ll/rc**3*e0 + gq*e1])
Tm = np.linalg.inv(np.linalg.qr(np.sqrt(w)[:, None]*W)[1])
xi, dxi = W@Tm, dW@Tm
qq, wq = gauss(0, qc, 40)
wk = wq*qq**4/np.pi
fin = (jn(l, np.outer(qq, r))*r*w)@xi
K = 0.5*(dxi.T@(w[:, None]*dxi) + ll*xi.T@((w/r**2)[:, None]*xi)) - fin.T@(wk[:, None]*fin)

def pseudize(i, norm, partner=None, overlap=None):
    ft = (jn(l, np.outer(qq, rt))*rt*wt)@tail[i]
    gv = -fin.T@(wk*ft)
    C, d = edge@Tm, match[i]
    if partner is not None:
        C, d = np.vstack([C, partner]), np.append(d, overlap)
    sc = np.linalg.norm(C, axis=1); C, d = C/sc[:, None], d/sc
    x0 = np.linalg.lstsq(C, d, rcond=None)[0]
    Zn = null_space(C)
    assert Zn.shape[1] == nbas - len(d) and norm > x0@x0
    a, V = np.linalg.eigh(Zn.T@K@Zn)
    bv = V.T@Zn.T@(K@x0 + gv)
    y = lambda s: -bv/(a - a[0] + np.exp(s))
    s = brentq(lambda s: np.log(y(s)@y(s)/(norm - x0@x0)), -30, 30, xtol=1e-14)
    x = x0 + Zn@V@y(s)
    return x, x@K@x + 2*gv@x + 0.5*wt@(dtail[i]**2 + ll*tail[i]**2/rt**2) - wk@ft**2

def assemble(c):
    phi = W@c
    chi = np.array([((eps[i] - qn**2/2)[None, :] - vloc(r)[:, None])*W@c[:, i] for i in range(2)]).T
    B = phi.T@(w[:, None]*chi)
    return dict(c=c, phi=phi, chi=chi, B=B, D=np.linalg.inv(B.T), Q=Npsi - phi.T@(w[:, None]*phi))

def build(q11, q22, q12):
    x1, k1 = pseudize(0, Npsi[0, 0] - q11)
    if q12 is None:
        x2, k2 = pseudize(1, Npsi[1, 1] - q22)
    else:
        x2, k2 = pseudize(1, Npsi[1, 1] - q22, x1, Npsi[0, 1] - q12)
    p = assemble(Tm@np.array([x1, x2]).T); p['res'] = (k1, k2)
    return p

show('Z, l, basis size', [Z, l, nbas], '', '.0f')
show('rc', rc, 'bohr', '.2f'); show('qc', qc, '1/bohr', '.2f')
show('eps1, eps2, eps1-eps2', [eps[0], eps[1], eps[0] - eps[1]], 'Ha')
show('Vloc(0), Vloc(rc)', [vloc(0.0), vloc(rc)], 'Ha')
show('psi1(rc), psi2(rc)', match[:, 0], 'bohr^-1/2')
show('<psi|psi> inside rc 11 22 12', [Npsi[0, 0], Npsi[1, 1], Npsi[0, 1]], '')
case = dict(A=build(0, 0, 0), B=build(0, 0, 0.005), C=build(-0.01, 0, 0), F=build(0, 0, None))
show('A kinetic energy above qc, phi1 phi2', case['A']['res'], 'Ha', '.3e')
for n, p in case.items():
    B, Q = p['B'], p['Q']
    assert abs(B[0, 1] - B[1, 0] - (eps[0] - eps[1])*Q[0, 1]) < 1e-8
    show(n + ' Q11 Q22 Q12', [Q[0, 0], Q[1, 1], Q[0, 1]], '', '.3e')
    show(n + ' B11 B12 B21 B22', B, 'Ha', '.7f')
    show(n + ' B12-B21, (eps1-eps2)Q12', [B[0, 1] - B[1, 0], (eps[0] - eps[1])*Q[0, 1]], 'Ha', '.4e')
A, Bc, Cc = case['A'], case['B'], case['C']
assert abs(Cc['B'][0, 1] - Cc['B'][1, 0]) < 1e-8 and abs(Cc['Q'][0, 0]) > 9e-3
assert abs(Bc['B'][0, 1] - Bc['B'][1, 0]) > 1e-3
# broken matching: the Wronskian difference appears
cm = A['c'].copy(); cm[0, 1] += 0.01
M = assemble(cm); ed = edge@cm
dwr = 0.5*(ed[0, 0]*ed[1, 1] - ed[0, 1]*ed[1, 0] - match[0, 0]*match[1, 1] + match[1, 0]*match[0, 1])
asym = M['B'][0, 1] - M['B'][1, 0]
assert abs(asym - (eps[0] - eps[1])*M['Q'][0, 1] - dwr) < 1e-8 and abs(dwr) > 1e-5
show('mismatched: B12-B21, Q term, Wronskian term', [asym, (eps[0] - eps[1])*M['Q'][0, 1], dwr], 'Ha', '.4e')

# residual of V_NL phi = chi for three choices of D in case B
ov = Bc['chi'].T@(w[:, None]*Bc['phi'])
Bs = (Bc['B'] + Bc['B'].T)/2; Ds = np.linalg.inv(Bs)
resid = lambda D: Bc['chi']@D@ov - Bc['chi']
nrm = lambda f: np.sqrt(w@f[:, 0]**2)
rs = [nrm(resid(D)) for D in (Bc['D'], Bc['D'].T, Ds)]
assert rs[0] < 1e-8 and rs[1] > 1e-6 and rs[2] > 1e-6
assert np.abs(resid(Ds) + Bc['chi']@Ds@(Bc['B'] - Bs)).max() < 1e-8
show('B residual phi1: inv(B^T), inv(B), inv(Bsym)', rs, 'Ha', '.3e')

# collocation solution u = r^(l+1) f(r^2) of the integro-differential equation
nc = 26; t = 2*r**2/rc**2 - 1; js = 2/rc**2
T0 = cheb.chebvander(t, nc - 1)
T1 = cheb.chebvander(t, nc - 2)@cheb.chebder(np.eye(nc))*js
T2 = cheb.chebvander(t, nc - 3)@cheb.chebder(np.eye(nc), 2)*js**2
rl = r**(l + 1)
def solve(e, chi, D):
    Mx = -0.5*(4*(r**2)[:, None]*T2 + (4*l + 6)*T1) + (vloc(r) - e)[:, None]*T0
    Mx = Mx + (chi/rl[:, None])@D@(chi.T@((w*rl)[:, None]*T0))
    a = np.linalg.svd(Mx)[2][-1]
    return (l + 1)/rc + 2*rc*js*(np.arange(nc)**2@a)/a.sum(), rl*(T0@a)/(rc**(l + 1)*a.sum())
def slope(f, e, h=2e-3):
    return (8*(f(e + h) - f(e - h)) - f(e + 2*h) + f(e - 2*h))/(12*h)
Lae = lambda e: coulomb(e, rc)[1]/coulomb(e, rc)[0]
sae = np.array([slope(Lae, e) for e in eps])
assert np.allclose(sae, -2*np.diag(Npsi)/match[:, 0]**2, rtol=1e-6)
show('L_AE at eps1, eps2', [Lae(e) for e in eps], '1/bohr')
show('dL/de AE', sae, '1/(bohr Ha)')
for n in 'ABC':
    p = case[n]; sp = []
    for i, e in enumerate(eps):
        assert abs(solve(e, p['chi'], p['D'])[0] - Lae(e)) < 1e-7
        Ll, ul = solve(e, p['chi'], p['D'].T)
        assert abs(Ll - Lae(e)) < 1e-7
        sp.append(slope(lambda x: solve(x, p['chi'], p['D'])[0], e))
        assert abs(sp[i] + 2*(w@(ul*p['phi'][:, i]))/match[i, 0]) < 2e-5
        if n != 'B':
            assert abs(sp[i] - sae[i] - 2*p['Q'][i, i]/match[i, 0]**2) < 2e-5
    if n == 'B':
        assert np.abs(sp - sae).max() > 1e-4
    show(n + ' dL/de PS minus AE', sp - sae, '1/(bohr Ha)')
show('C 2 Q11/psi1(rc)^2', 2*Cc['Q'][0, 0]/match[0, 0]**2, '1/(bohr Ha)')

# diagonal forms, case A
def diagonal(chi, B):
    B = (B + B.T)/2
    b, U = np.linalg.eigh(B)
    s, V = np.linalg.eigh(chi.T@(w[:, None]*chi))
    sh = V@np.diag(np.sqrt(s))@V.T
    e, O = np.linalg.eigh(sh@np.linalg.inv(B)@sh)
    return b, U, e, np.linalg.inv(sh)@O
b, U, ek, Cp = diagonal(A['chi'], A['B'])
ct, pk = A['chi']@U, A['chi']@Cp
ker = A['chi']@A['D']@A['chi'].T; big = np.abs(ker).max()
assert np.abs(ker - (ct/b)@ct.T).max() < 1e-5*big and np.abs(ker - (pk*ek)@pk.T).max() < 1e-5*big
kw = np.sqrt(w)[:, None]*ker*np.sqrt(w)
ev = np.linalg.eigvalsh((kw + kw.T)/2); ev = ev[np.argsort(-np.abs(ev))]
assert np.allclose(np.sort(ev[:2]), ek, rtol=1e-6) and abs(ev[2]) < 1e-9*abs(ev[0])
assert np.allclose(pk.T@(w[:, None]*pk), np.eye(2), atol=1e-8) and (b > 0).sum() == (ek > 0).sum()
St = ct.T@(w[:, None]*ct); S = A['chi'].T@(w[:, None]*A['chi'])
R2 = assemble(A['c']*np.array([1.0, 2.0])); b2, _, ek2, _ = diagonal(R2['chi'], R2['B'])
assert np.allclose(ek, ek2, rtol=1e-6) and not np.allclose(b, b2, rtol=1e-2)
show('A S11 S12 S22', [S[0, 0], S[0, 1], S[1, 1]], 'Ha^2', '.6e')
show('A b1 b2', b, 'Ha', '.6e'); show('A U row-wise', U, '')
show('A cosine between chi U projectors', St[0, 1]/np.sqrt(St[0, 0]*St[1, 1]), '', '.4f')
show('A e1 e2', ek, 'Ha'); show('A e1 e2', ek*HA, 'eV', '.4f')
show('A kernel eigenvalues', np.sort(ev[:2]), 'Ha')
show('A, phi2 doubled: b1 b2', b2, 'Ha', '.6e'); show('A, phi2 doubled: e1 e2', ek2, 'Ha')

# bound levels in a spherical Bessel basis (zeros bracketed for l = 1)
Rs, nb = 45.0, 170
zz = np.array([brentq(lambda x: jn(l, x), n*np.pi, (n + 0.5)*np.pi) for n in range(1, nb + 1)])
qs = zz/Rs; nn = 1/np.sqrt(Rs**3/2*jn(l + 1, zz)**2)
ro, wo = gauss(rc, Rs, 450)
bi, bo = r[:, None]*jn(l, np.outer(r, qs))*nn, ro[:, None]*jn(l, np.outer(ro, qs))*nn
H0 = np.diag(qs**2/2) + bi.T@((w*vloc(r))[:, None]*bi) - bo.T@((wo*Z/ro)[:, None]*bo)
def levels(chi, D):
    F = bi.T@(w[:, None]*chi)
    return np.sort(np.linalg.eigvals(H0 + F@D@F.T).real)
near = lambda lv, e: lv[np.argmin(np.abs(lv - e))]
show('sphere radius', Rs, 'bohr', '.0f'); show('Bessel basis qmax', qs[-1], '1/bohr', '.2f')
show('local-only lowest levels', np.linalg.eigvalsh(H0)[:2], 'Ha')
show('AE 3p 4p 5p', [-Z**2/(2*n*n) for n in (3, 4, 5)], 'Ha')
for n in 'ABC':
    lv = levels(case[n]['chi'], case[n]['D'])
    assert all(abs(near(lv, e) - e) < 2e-5 for e in eps)
    show(n + ' lowest levels; ghosts below eps1 = %d' % (lv < eps[0] - 1e-3).sum(), lv[:3], 'Ha')
l0, l1 = levels(Bc['chi'], Bc['D']), levels(Bc['chi'], Ds)
show('B shift of 3p, 4p on symmetrizing', [near(l1, e) - near(l0, e) for e in eps], 'Ha', '.3e')

# reciprocal space, real l = 1 harmonics
c1 = np.sqrt(3/(4*np.pi))
form = lambda q, chi: (jn(l, np.outer(q, r))*r*w)@chi
qv = np.array([0.9, -1.3, 2.1]); qa = np.linalg.norm(qv)
mu, wm = leggauss(40); ph = 2*np.pi*np.arange(60)/60; st = np.sqrt(1 - mu**2)
nv = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(), np.repeat(mu, 60)])
ang = np.exp(-1j*np.outer(r, qv@nv))@(c1*nv*np.repeat(wm, 60)*2*np.pi/60).T
direct = (A['chi']*(w*r)[:, None]).T@ang
assert np.abs(direct - 4*np.pi*(-1j)**l*np.outer(form([qa], A['chi'])[0], c1*qv/qa)).max() < 1e-10
show('A F1 F2 at q = 1/bohr', form([1.0], A['chi']), 'Ha bohr^3/2')
alat = 8.0; Om = alat**3; kpt = np.array([0.1, 0.2, 0.3]); tau = np.array([1.0, 0.5, -0.7])
def waves(qmax):
    n = int(qmax*alat/(2*np.pi)) + 2; g = np.arange(-n, n + 1)
    q = 2*np.pi/alat*(np.array(np.meshgrid(g, g, g)).reshape(3, -1).T + kpt)
    q = q[np.linalg.norm(q, axis=1) < qmax]; a = np.linalg.norm(q, axis=1)
    return a, q/a[:, None], np.exp(-1j*q@tau)
def proj(a, qh, phs, chi):
    P = form(a, chi)[:, :, None]*(c1*qh)[:, None, :]
    return 4*np.pi/np.sqrt(Om)*(-1j)**l*phs[:, None]*P.reshape(len(a), -1)
a, qh, phs = waves(4.0)
pre = 4*np.pi*(2*l + 1)/Om*eval_legendre(l, qh@qh.T)*np.outer(phs, phs.conj())
FA, FB = form(a, A['chi']), form(a, Bc['chi'])
VA, VB = pre*(FA@A['D']@FA.T), pre*(FB@Bc['D']@FB.T)
for f, wgt in ((pk, ek), (ct, 1/b)):
    P = proj(a, qh, phs, f)
    assert np.abs(VA - (P*np.repeat(wgt, 3))@P.conj().T).max() < 1e-5*np.abs(VA).max()
sv = np.sort(np.abs(np.linalg.eigvalsh((VA + VA.conj().T)/2)))[::-1]
rank = (sv > 1e-9*sv[0]).sum(); assert rank == 2*(2*l + 1)
dD = (eps[0] - eps[1])*Bc['Q'][0, 1]/np.linalg.det(Bc['B'])
anti = pre*dD*(np.outer(FB[:, 0], FB[:, 1]) - np.outer(FB[:, 1], FB[:, 0]))
assert np.abs(VB - VB.conj().T - anti).max() < 1e-4*np.abs(anti).max()
hA, hB = (np.linalg.norm(V - V.conj().T)/np.linalg.norm(V) for V in (VA, VB))
assert hA < 1e-5 and hB > 1e3*hA
show('cubic cell side; tau', [alat, *tau], 'bohr', '.1f'); show('k', kpt, '2pi/a', '.1f')
show('qmax 4/bohr: plane waves, rank of V_NL', [len(a), rank], '', '.0f')
show('B D12-D21, formula', [Bc['D'][0, 1] - Bc['D'][1, 0], dD], '1/Ha', '.5f')
show('|V-V^+|/|V| case A, case B', [hA, hB], '', '.2e')
a, qh, phs = waves(14.0)
P = proj(a, qh, phs, A['chi'])
evp = np.sort(np.linalg.eigvals(np.kron(A['D'], np.eye(3))@(P.conj().T@P)).real)
assert np.allclose(evp, np.repeat(ek, 3), rtol=2e-3)
show('qmax 14/bohr: plane waves', len(a), '', '.0f')
show('nonzero plane-wave eigenvalues', evp, 'Ha', '.4f')
print('finished without a failed check')
```

Printed output:

```
Z, l, basis size: 3 1 9 
rc: 3.50 bohr
qc: 2.00 1/bohr
eps1, eps2, eps1-eps2: -0.500000 -0.281250 -0.218750 Ha
Vloc(0), Vloc(rc): -1.875000 -0.857143 Ha
psi1(rc), psi2(rc): 0.523143 0.275548 bohr^-1/2
<psi|psi> inside rc 11 22 12: 0.294856 0.123112 0.187336 
A kinetic energy above qc, phi1 phi2: 1.121e-03 7.154e-03 Ha
A Q11 Q22 Q12: -5.551e-17 7.633e-16 8.604e-16 
A B11 B12 B21 B22: 0.1166823 0.0719133 0.0719133 0.0384158 Ha
A B12-B21, (eps1-eps2)Q12: 4.8989e-15 -1.8822e-16 Ha
B Q11 Q22 Q12: -5.551e-17 1.804e-15 5.000e-03 
B B11 B12 B21 B22: 0.1166823 0.0657278 0.0668215 0.0228128 Ha
B B12-B21, (eps1-eps2)Q12: -1.0937e-03 -1.0938e-03 Ha
C Q11 Q22 Q12: -1.000e-02 1.374e-15 1.638e-15 
C B11 B12 B21 B22: 0.1219980 0.0705454 0.0705454 0.0294612 Ha
C B12-B21, (eps1-eps2)Q12: -6.9389e-17 -3.5822e-16 Ha
F Q11 Q22 Q12: -5.551e-17 -9.714e-17 -2.598e-03 
F B11 B12 B21 B22: 0.1166823 0.0777473 0.0771789 0.0525505 Ha
F B12-B21, (eps1-eps2)Q12: 5.6836e-04 5.6836e-04 Ha
mismatched: B12-B21, Q term, Wronskian term: 2.0191e-03 1.7286e-03 2.9052e-04 Ha
B residual phi1: inv(B^T), inv(B), inv(Bsym): 2.214e-16 1.272e-02 6.345e-03 Ha
L_AE at eps1, eps2: 0.238095 -0.330470 1/bohr
dL/de AE: -2.154758 -3.242914 1/(bohr Ha)
A dL/de PS minus AE: 0.000000 -0.000000 1/(bohr Ha)
B dL/de PS minus AE: -0.143784 -0.041567 1/(bohr Ha)
C dL/de PS minus AE: -0.073078 -0.000000 1/(bohr Ha)
C 2 Q11/psi1(rc)^2: -0.073078 1/(bohr Ha)
A S11 S12 S22: 6.034366e-02 4.492027e-02 4.292100e-02 Ha^2
A b1 b2: -4.322328e-03 1.594205e-01 Ha
A U row-wise: 0.510889 -0.859647 -0.859647 -0.510889 
A cosine between chi U projectors: 0.5002 
A e1 e2: -1.734776 0.478660 Ha
A e1 e2: -47.2057 13.0250 eV
A kernel eigenvalues: -1.734776 0.478660 Ha
A, phi2 doubled: b1 b2: -9.837393e-03 2.801831e-01 Ha
A, phi2 doubled: e1 e2: -1.734776 0.478660 Ha
sphere radius: 45 bohr
Bessel basis qmax: 11.90 1/bohr
local-only lowest levels: -0.758691 -0.383177 Ha
AE 3p 4p 5p: -0.500000 -0.281250 -0.180000 Ha
A lowest levels; ghosts below eps1 = 1: -0.930100 -0.500000 -0.281250 Ha
B lowest levels; ghosts below eps1 = 1: -0.603029 -0.500000 -0.281249 Ha
C lowest levels; ghosts below eps1 = 1: -0.693060 -0.499999 -0.281249 Ha
B shift of 3p, 4p on symmetrizing: 1.487e-04 2.383e-05 Ha
A F1 F2 at q = 1/bohr: 0.310708 0.201020 Ha bohr^3/2
cubic cell side; tau: 8.0 1.0 0.5 -0.7 bohr
k: 0.1 0.2 0.3 2pi/a
qmax 4/bohr: plane waves, rank of V_NL: 547 6 
B D12-D21, formula: 0.63216 0.63216 1/Ha
|V-V^+|/|V| case A, case B: 1.34e-13 2.00e-02 
qmax 14/bohr: plane waves: 23738 
nonzero plane-wave eigenvalues: -1.7346 -1.7346 -1.7346 0.4785 0.4785 0.4785 Ha
finished without a failed check
```
